# Decay Rates and Level Shifts from the Scattering Green Tensor, part 2

How do nearby bodies shift the levels of an atom at $\mathbf r_A$ in vacuum? The bodies are nonmagnetic, causal and passive, with local isotropic permittivity $\varepsilon(\mathbf r,\omega)$, at zero temperature. Atomic units have $\hbar=e=m_e=4\pi\varepsilon_0=1$; the time factor is $e^{-i\omega t}$ and $k_0=\omega/c$. Level $n$ has free-atom energy $E_n$, Lamb shift included; $\omega_{nk}=E_n-E_k$, and the transition dipoles $\mathbf d_{nk}$ are real.

The Green tensor is $\mathbf G=\mathbf G_0+\mathbf G_1$, vacuum plus scattering, with

$$\mathbf G_0=\left(\mathbf 1+\frac{\nabla\nabla}{k_0^2}\right)\frac{e^{ik_0R}}{4\pi R}.$$

It obeys the integral relation

$$k_0^2\int d^3s\,\mathrm{Im}\,\varepsilon(\mathbf s,\omega)\sum_l G_{il}(\mathbf r,\mathbf s)\,G^*_{jl}(\mathbf r',\mathbf s)=\mathrm{Im}\,G_{ij}(\mathbf r,\mathbf r').$$

The first-order response of the field, with ground-state spectrum $S_{ij}$, is

$$\chi_{ij}(\omega)=\int_0^\infty d\nu\,S_{ij}(\nu)\left[\frac{1}{\nu-\omega-i0}+\frac{1}{\nu+\omega+i0}\right].$$

Eliminating the field leaves an equation with memory for the amplitude $C_n$. The weak-coupling step replaces $C_n(t-\tau)$ by $C_n(t)$ and gives the self-energy

$$\delta E_n-\frac i2\Gamma_n=\sum_k\int_0^\infty d\omega\,\frac{J_{nk}(\omega)}{\omega_{nk}-\omega+i0},\qquad J_{nk}=4k_0^2\,\mathbf d_{nk}\cdot\mathrm{Im}\,\mathbf G\cdot\mathbf d_{nk}.$$

Hence $\Gamma_{n\to k}=2\pi J_{nk}(\omega_{nk})$, which in free space is $\Gamma_0=4\omega^3d^2/(3c^3)$.

The reflected field per unit dipole is $\mathbf g(\omega)=4\pi k_0^2\,\mathbf G_1(\mathbf r_A,\mathbf r_A,\omega)$. The shift caused by the bodies comes from $\mathbf G_1$ alone:

$$\delta E_n=\sum_k\frac1\pi\,\mathcal P\!\int_0^\infty d\omega\,\frac{\mathrm{Im}\,h_{nk}(\omega)}{\omega_{nk}-\omega},\qquad h_{nk}(\omega)=\mathbf d_{nk}\cdot\mathbf g(\omega)\cdot\mathbf d_{nk}.$$

**Q.** This still asks for the response at all real frequencies. Where does a resonant part come from?

**A.** From moving the integration path. Causality makes $h(\omega)$ analytic in the upper half-plane. The reflected field is real in time, so $h(i\xi)$ is real. At high frequency matter becomes transparent and reflection dies out. The reflected wave also carries a delay of at least $2z/c$, with $z$ the distance to the nearest body, and so a factor that decays in the upper half-plane. The large arc therefore contributes nothing. A perfect mirror is to be read as a limit of real materials.

Take one term with $\omega_{nk}=\omega_0>0$. The closed path runs along the real axis, passes above the pole on a small semicircle, follows the large arc, and returns down the imaginary axis. On the semicircle $\omega=\omega_0+\rho e^{i\varphi}$ with $\varphi$ running from $\pi$ to $0$, which gives

$$\int_\pi^0\frac{h(\omega_0)\,i\rho e^{i\varphi}\,d\varphi}{-\rho e^{i\varphi}}=i\pi h(\omega_0).$$

The whole loop gives zero, so

$$\mathcal P\!\int_0^\infty d\omega\,\frac{h(\omega)}{\omega_0-\omega}=-i\pi h(\omega_0)+i\int_0^\infty d\xi\,\frac{h(i\xi)}{\omega_0-i\xi}.$$

Now take the imaginary part. The first term gives $-\pi\,\mathrm{Re}\,h(\omega_0)$. In the second, $i/(\omega_0-i\xi)=i(\omega_0+i\xi)/(\omega_0^2+\xi^2)$ has imaginary part $\omega_0/(\omega_0^2+\xi^2)$. If $\omega_{nk}<0$ there is no pole on the path and the second term stands alone. Altogether

$$\delta E_n=-\sum_{k<n}\mathrm{Re}\,h_{nk}(\omega_{nk})+\frac1\pi\sum_k\int_0^\infty d\xi\,\frac{\omega_{nk}\,h_{nk}(i\xi)}{\omega_{nk}^2+\xi^2}.$$

**Q.** Can the second term be written with something measurable on the atom?

**A.** With its polarizability. An atom in level $n$ responds to a field of frequency $\omega$ with

$$\boldsymbol\alpha_n(\omega)=\sum_k\mathbf d_{nk}\mathbf d_{nk}\left[\frac1{\omega_{kn}-\omega}+\frac1{\omega_{kn}+\omega}\right],\qquad
\boldsymbol\alpha_n(i\xi)=\sum_k\frac{2\omega_{kn}\,\mathbf d_{nk}\mathbf d_{nk}}{\omega_{kn}^2+\xi^2},$$

which is the first-order response formula used earlier for the field, now applied to the dipole. Since $\omega_{nk}=-\omega_{kn}$, the two parts of the shift are

$$\delta E_n^{\rm res}=-\sum_{k<n}\mathbf d_{nk}\cdot\mathrm{Re}\,\mathbf g(\omega_{nk})\cdot\mathbf d_{nk},\qquad
\delta E_n^{\rm off}=-\frac1{2\pi}\int_0^\infty d\xi\,\mathrm{Tr}\,[\boldsymbol\alpha_n(i\xi)\cdot\mathbf g(i\xi)].$$

In SI units, with $\mathbf g(i\xi)=-\mu_0\xi^2\mathbf G_1(i\xi)$, they read

$$\delta E_n^{\rm res}=-\mu_0\sum_{k<n}\omega_{nk}^2\,\mathbf d_{nk}\cdot\mathrm{Re}\,\mathbf G_1\cdot\mathbf d_{nk},\qquad
\delta E_n^{\rm off}=\frac{\hbar\mu_0}{2\pi}\int_0^\infty d\xi\,\xi^2\,\mathrm{Tr}\,[\boldsymbol\alpha_n\cdot\mathbf G_1].$$

For a two-level atom $\boldsymbol\alpha$ changes sign between the two states, so their off-resonant shifts are opposite. The resonant part belongs to the excited state alone. It equals the mean of $-\frac12\mathbf p\cdot\mathbf E$ for a classical dipole $2\mathbf d\cos\omega t$ in its own reflected field, which is $-\frac12\cdot\frac12(2\mathbf d)\cdot\mathrm{Re}\,\mathbf g\cdot(2\mathbf d)$.

**Q.** Rotating contours makes me uneasy. Has the principal-value integral been done directly?

**A.** Yes, for the middle level of a three-level atom 1000 angstrom from the surface treated below. It has one transition down (2.5 eV, dipole 1 $e\,$angstrom) and one up (1.5 eV, dipole 0.8 $e\,$angstrom), so both kinds of term occur. For a perpendicular dipole the real-frequency sum and the rotated formula both give $1.0199\times10^{-8}$ eV. For a parallel dipole both give $-4.499\times10^{-9}$ eV.

**Q.** Give me a surface, then, and derive its $\mathbf g$.

**A.** Let a medium $\varepsilon(\omega)$ fill $z<0$, with the atom at height $z_A$ and its dipole perpendicular to the surface. Fourier transform along the surface with wavenumber $k$, and set $\beta=\sqrt{k_0^2-k^2}$ with $\mathrm{Im}\,\beta\ge0$. The scalar equation $(-\partial_z^2-\beta^2)\phi=\delta(z-z_A)$ has the outgoing solution $\phi=ie^{i\beta|z-z_A|}/(2\beta)$, since its slope jumps by $-1$ at the source. Away from the source the $zz$ component of $\mathbf G_0$ carries the factor $1+\partial_z^2/k_0^2=1-\beta^2/k_0^2=k^2/k_0^2$.

At the surface $\varepsilon E_z$ is continuous. So is $\partial_zE_z$, because $\nabla\cdot\mathbf E=0$ on each side ties it to the continuous tangential field. Let $E_z$ be $e^{-i\beta z}+r_pe^{i\beta z}$ above and $te^{-i\beta_1z}$ below, with $\beta_1=\sqrt{\varepsilon k_0^2-k^2}$. Then $1+r_p=\varepsilon t$ and $\beta(1-r_p)=\beta_1t$. Eliminating $t$,

$$\varepsilon\beta(1-r_p)=\beta_1(1+r_p)\quad\Rightarrow\quad r_p=\frac{\varepsilon\beta-\beta_1}{\varepsilon\beta+\beta_1}.$$

The wave travels down and back, which gives the phase $e^{2i\beta z_A}$. With $\int d^2k/(2\pi)^2=\int k\,dk/(2\pi)$ and the factor $4\pi k_0^2$ from the definition of $\mathbf g$,

$$g_{zz}=4\pi k_0^2\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{i}{2\beta}\,\frac{k^2}{k_0^2}\,r_p\,e^{2i\beta z_A}=i\int_0^\infty dk\,\frac{k^3}{\beta}\,r_p\,e^{2i\beta z_A}.$$

From here $z$ means $z_A$.

**Q.** What is left of this very close to the surface?

**A.** The exponential selects $k\sim1/z$. If $k_0z$ and $k_0z\sqrt{|\varepsilon|}$ are small, both $\beta$ and $\beta_1$ tend to $ik$. The denominator of $r_p$ is then $ik[(\varepsilon+1)-\varepsilon k_0^2/k^2]$, so one also needs $k_0^2z^2|\varepsilon|\ll|\varepsilon+1|$, which can fail near $\varepsilon=-1$ when the damping is weak. Under these conditions $r_p$ tends to a number $r$ independent of $k$:

$$g_{zz}\to r\int_0^\infty dk\,k^2e^{-2kz}=\frac{r}{4z^3},\qquad r=\frac{\varepsilon-1}{\varepsilon+1}.$$

A perfect mirror has $r=1$ at all frequencies, which allows a check. For the excited state of a two-level atom the resonant shift is $-d^2/(4z^3)$. The off-resonant one is $+(d^2/4z^3)(1/\pi)\int_0^\infty d\xi\,\omega_0/(\omega_0^2+\xi^2)=+d^2/(8z^3)$, because the integral is $\pi/2$. The sum is $-d^2/(8z^3)$. The ground state has only the off-resonant part with reversed sign, again $-d^2/(8z^3)$. Electrostatics gives the same: the energy $-\frac12d_zE_{\rm image}$ with $E_{\rm image}=d_z/(4z^3)$, and $\langle d_z^2\rangle=d^2$ in both states. In this limit the transition frequency does not move.

**Q.** For a real medium, can an excited atom be pushed away?

**A.** Yes, near a medium with a resonance. Take

$$\varepsilon=1+\frac{\omega_P^2}{D},\quad D=\omega_T^2-\omega^2-i\gamma\omega,\qquad
r=\frac{\omega_P^2/D}{2+\omega_P^2/D}=\frac{\omega_P^2/2}{\omega_S^2-\omega^2-i\gamma\omega},$$

with $\omega_S^2=\omega_T^2+\omega_P^2/2$. The real part of $r$ is positive below the surface resonance $\omega_S$ and negative above it. In the near zone the resonant shift is therefore downward for $\omega_0<\omega_S$ and upward for $\omega_0>\omega_S$. If the atom moves slowly and stays in its level, the force is $-\partial\delta E/\partial z$. A shift that grows downward towards the surface attracts the atom, and one that grows upward repels it.

Choose model values $\omega_T=2$, $\omega_P=3$ and $\gamma=0.3$ eV. Then $\omega_S=\sqrt{4+4.5}=2.9155$ eV. From the full $g_{zz}$ at 20 angstrom the program finds the sign change of the resonant shift at 2.9148 eV. The force follows the total shift, whose positive off-resonant part moves the sign change slightly lower, to 2.911 eV. The repulsion belongs to the near zone: at 3.5 eV the total shift is still positive at 800 angstrom but negative at 1200 angstrom.

**Q.** Put numbers on it: rate and shifts for one atom.

**A.** Let $d=1$ $e\,$angstrom and $z=100$ angstrom. In eV and angstrom each product of two dipoles carries the factor $e^2/(4\pi\varepsilon_0)=14.3996$ eV angstrom, and $c$ becomes $\hbar c=1973.27$ eV angstrom. For a transition at 2.5 eV,

$$r=\frac{4.5}{8.5-6.25-0.75i}=1.8+0.6i,\qquad \frac{14.3996}{4\times100^3}\,r=(6.48+2.16i)\times10^{-6}.$$

This near-zone estimate is in eV/($e\,$angstrom)$^2$. The full integral gives $(6.82+2.49i)\times10^{-6}$. Relative to the full values the estimate is low by 5 percent in the real part and 13 percent in the imaginary part. The free width is $\frac43(14.3996)(2.5/1973.27)^3=3.90\times10^{-8}$ eV. The rate needs both parts of $\mathbf G$:

$$\hbar\Gamma=2(2.4875\times10^{-6})+0.0390\times10^{-6}=5.01\times10^{-6}\ \text{eV},$$

or $\Gamma=7.6\times10^9\ \mathrm{s^{-1}}$, which is 128 times the free rate.

The resonant shift of the excited level is $-6.82\times10^{-6}$ eV and the off-resonant one $+0.48\times10^{-6}$ eV, in total $-6.34\times10^{-6}$ eV. The ground level moves by $-0.48\times10^{-6}$ eV. The transition energy therefore changes by $-6.34\times10^{-6}+0.48\times10^{-6}=-5.86\times10^{-6}$ eV.

At 3.5 eV, above the surface resonance, the width is $2.30\times10^{-6}$ eV. The excited level has a resonant shift of $+4.25\times10^{-6}$ eV and an off-resonant one of $+0.40\times10^{-6}$ eV, and moves up by $4.65\times10^{-6}$ eV.

**Q.** A rate 128 times larger should make the atom shine 128 times brighter.

**A.** It does not. At 2.5 eV a share 0.9973 of the decays ends as absorption in the medium. The radiated rate is $0.0027\times128\approx0.35$ of the free rate, less than without the surface. These shares come from the field intensity inside the medium and the outgoing wave above it. Their sum is tested against $\mathrm{Im}\,\mathbf G$, which checks the integral relation of the first half in a case with both channels.

**Q.** And how good is the weak-coupling step in practice?

**A.** It was tested at 20 angstrom, where the coupling is stronger. The program diagonalizes the excited atom together with a finely divided one-photon continuum and follows the decay. The width is $5.40\times10^{-4}$ eV, against $5.43\times10^{-4}$ eV from the formula, a difference of about 0.45 percent of the formula value. Both shifts are $-7.50\times10^{-4}$ eV when rounded. The two calculations do not use exactly the same spectrum: the continuum stops at 10 eV and includes the vacuum part of $J$, which the shift formula leaves out. Integrated up to 10 eV, that part alone moves the level by about $-2\times10^{-7}$ eV, and the cut at 10 eV moves it by a similar amount in the same direction. The next order in the coupling, the self-energy times its derivative with respect to the transition frequency, acts the other way with about $+7\times10^{-7}$ eV, and it lowers the width by 0.46 percent, which accounts for the difference found. These contributions partly cancel in the shift, so no further digits should be compared. To this accuracy the calculation tests the elimination of the field. It does not test whether a continuous medium with a sharp boundary describes a real surface at that distance.

**Q.** What happens when the atom moves away?

**A.** For large $z$ change the variable with $k\,dk=-\beta\,d\beta$ and follow $\beta=k_0+iq$, $q$ from 0 to infinity. Then $k^2=q^2-2ik_0q$ and

$$g_{zz}=e^{2ik_0z}\int_0^\infty dq\,(q^2-2ik_0q)\,r_p\,e^{-2qz}.$$

The path may be moved because the region crossed has $\mathrm{Im}\,k^2\le0$. A pole of $r_p$ needs $k^2=k_0^2\varepsilon/(\varepsilon+1)$, whose imaginary part $k_0^2\,\mathrm{Im}\,\varepsilon/|\varepsilon+1|^2$ is positive. Also $\mathrm{Im}\,\beta_1^2>0$ there, so the square root stays on one branch.

For large $z$ small $q$ dominates, and $r_p$ takes its normal-incidence value $r_N=(\sqrt\varepsilon-1)/(\sqrt\varepsilon+1)$. With $\int_0^\infty dq\,q\,e^{-2qz}=1/(4z^2)$,

$$g_{zz}\approx-\frac{ik_0r_N}{2z^2}\,e^{2ik_0z}.$$

This limit is approached slowly: at 2.5 eV the full $g_{zz}$ is about 1.2 times this expression at 5000 angstrom and 1.05 times it at 20000 angstrom. The resonant shift oscillates, because the reflected wave returns with a phase that depends on distance. Its zeros are $\pi c/(2\omega)$ apart, which is 1240 angstrom at 2.5 eV; between 10000 and 20000 angstrom the program finds 1241 angstrom.

The off-resonant part does not oscillate. At $\omega=i\xi$ the path is $\beta=i\kappa$ with $\kappa\ge\xi/c$, and

$$g_{zz}(i\xi)=\int_{\xi/c}^\infty d\kappa\left(\kappa^2-\frac{\xi^2}{c^2}\right)r_p\,e^{-2\kappa z}.$$

Here $\beta_1=i\kappa_1$ with $\kappa_1^2=\kappa^2+(\varepsilon-1)\xi^2/c^2\le\varepsilon\kappa^2$. Since $\varepsilon(i\xi)>1$, $\kappa_1<\varepsilon\kappa$ and $r_p>0$. Hence $g_{zz}(i\xi)>0$: for this dipole the off-resonant shift lowers the ground level and raises the excited one at every distance. For the excited level at 2.5 eV:

| $z$ (angstrom) | $\Gamma/\Gamma_0$ | resonant (eV) | off-resonant (eV) |
|---:|---:|---:|---:|
| 50 | 916 | $-5.27\times10^{-5}$ | $3.94\times10^{-6}$ |
| 200 | 24.1 | $-9.21\times10^{-7}$ | $5.70\times10^{-8}$ |
| 1000 | 1.63 | $1.02\times10^{-8}$ | $2.79\times10^{-10}$ |
| 2000 | 0.85 | $-9.22\times10^{-11}$ | $2.22\times10^{-11}$ |
| 5000 | 0.994 | $-3.46\times10^{-10}$ | $6.47\times10^{-13}$ |

At 1000 angstrom the resonant shift is positive although the transition lies below $\omega_S$, so the near-zone sign rule no longer holds there. At 2000 angstrom the rate is below its free value: the scattering part of $\mathrm{Im}\,\mathbf G$ is negative, while the full tensor still gives a positive rate.

## Calculated quantities

```
e^2/(4 pi eps0) = 14.3996 eV angstrom; hbar c = 1973.27 eV angstrom
medium: w_T = 2.0 eV, w_P = 3.0 eV, damping = 0.3 eV
dipole = 1.0 e angstrom, perpendicular to the surface
surface resonance sqrt(w_T^2+w_P^2/2) = 2.9155 eV
resonant shift changes sign at 2.9148 eV (z = 20 angstrom)
transition 2.5 eV at z = 100 angstrom:
  permittivity = -2.6000+1.2000j; (eps-1)/(eps+1) = 1.8000+0.6000j
  g_zz = 6.8239e-06+2.4875e-06j eV/(e angstrom)^2
  near-zone g_zz = 6.4798e-06+2.1599e-06j eV/(e angstrom)^2
  free hbar Gamma = 3.9044e-08 eV
  hbar Gamma = 5.0140e-06 eV; Gamma = 7.6176e+09 1/s
  Gamma/Gamma_free = 128.419
  absorbed share = 0.99730
  excited level: resonant shift = -6.8239e-06 eV
  excited level: off-resonant shift = 4.8237e-07 eV
  excited total = -6.3415e-06 eV; ground = -4.8237e-07 eV
transition 3.5 eV at z = 100 angstrom:
  permittivity = -0.0735+0.1366j; (eps-1)/(eps+1) = -1.1128+0.3116j
  g_zz = -4.2477e-06+1.0965e-06j eV/(e angstrom)^2
  near-zone g_zz = -4.0058e-06+1.1216e-06j eV/(e angstrom)^2
  free hbar Gamma = 1.0714e-07 eV
  hbar Gamma = 2.3001e-06 eV; Gamma = 3.4945e+09 1/s
  Gamma/Gamma_free = 21.469
  absorbed share = 0.99953
  excited level: resonant shift = 4.2477e-06 eV
  excited level: off-resonant shift = 4.0279e-07 eV
  excited total = 4.6504e-06 eV; ground = -4.0279e-07 eV
scan at 2.5 eV: z (angstrom), Gamma/Gamma_free, resonant, off-res. (eV)
      50   915.8115  -5.2660e-05   3.9400e-06
     100   128.4194  -6.8239e-06   4.8237e-07
     200    24.1111  -9.2112e-07   5.7020e-08
     500     5.0739  -4.5641e-08   3.0064e-09
    1000     1.6315   1.0173e-08   2.7908e-10
    2000     0.8498  -9.2214e-11   2.2172e-11
    5000     0.9944  -3.4585e-10   6.4702e-13
exact diagonalization, 2.5 eV, z = 20 angstrom:
  hbar Gamma: exact 5.4016e-04, formula 5.4259e-04 eV
  shift: exact -7.4993e-04, formula -7.5019e-04 eV
three-level atom, middle level, z = 1000 angstrom, gaps/dipoles:
  2.5 eV, 1.0 e angstrom; -1.5 eV, 0.8 e angstrom
  parallel: sum -4.499449e-09, formula -4.499449e-09 eV
  perpendicular: sum 1.019924e-08, formula 1.019924e-08 eV
far-zone zero spacing: found 1241.1 angstrom
far-zone zero spacing: pi hbar c/(2 w) = 1239.8 angstrom
```
